# The Hylleraas functional and orbital-invariant second-order pair equations

For formaldehyde in the 6-31G* basis, the canonical second-order correlation energy is $-0.303588\,E_h$. Rotate the six valence orbitals among themselves until they are localized by the Boys criterion described below, put the new integrals over the new orbital-energy differences, and the same formula gives $-0.287686\,E_h$, which is $15.9\,\mathrm{m}E_h$ higher. The size of this shift depends on the criterion: Pipek-Mezey orbitals give $5.8\,\mathrm{m}E_h$. Yet the rotation has changed neither the Hartree-Fock determinant nor the Hamiltonian. The discrepancy comes from Fock matrix elements between different occupied orbitals. They vanish for canonical orbitals, and for localized ones they couple the equations of different electron pairs.

## The common setting

The reference $|0\rangle$ is a real, closed-shell restricted Hartree-Fock determinant. Indices $i,j,k$ denote occupied spatial orbitals, $a,b,c,d$ virtual ones, and $p,q,r,s$ any; all are orthonormal. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and integrals $(pq|rs)$ in charge-density order, the Hamiltonian is, apart from the nuclear constant,

$$H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,(E_{pq}E_{rs}-\delta_{qr}E_{ps}).$$

The Fock matrix is $f_{pq}=h_{pq}+\sum_k[2(pq|kk)-(pk|kq)]$. Stationarity of the reference means $f_{ia}=0$, but the occupied and virtual blocks need not be diagonal. Choose

$$H_0=\sum_{ij}f_{ij}E_{ij}+\sum_{ab}f_{ab}E_{ab},\qquad V=H-H_0 .$$

This operator does not depend on the orbitals chosen inside either space, because $f$ and $E$ rotate together. Since $E_{ij}|0\rangle=2\delta_{ij}|0\rangle$ and $E_{ab}|0\rangle=0$, the reference is an eigenstate of $H_0$ with $E_0=2\sum_i f_{ii}$.

Expand the eigenstate of $H_0+\lambda V$ that becomes $|0\rangle$ at $\lambda=0$ as $|0\rangle+\lambda|\psi_1\rangle+\lambda^2|\psi_2\rangle+\dots$, with all corrections orthogonal to $|0\rangle$. The terms of order $\lambda$ and $\lambda^2$ are

$$(H_0-E_0)|\psi_1\rangle=-(V-E_1)|0\rangle, \tag{1}$$

$$(H_0-E_0)|\psi_2\rangle+(V-E_1)|\psi_1\rangle=E_2|0\rangle .$$

Projection on $\langle0|$ gives $E_1=\langle0|V|0\rangle$ and $E_2=\langle0|V|\psi_1\rangle$. The Hartree-Fock energy is $E_0+E_1$, so $E_2$ is the leading correlation correction.

Only double excitations enter $\psi_1$. For a single excitation without spin flip, the Slater rules give $f_{ai}$, up to normalization and phase, as the matrix element of $H$ with $|0\rangle$, and this is zero. That of $H_0$ is zero too, because $H_0$ has no terms between occupied and virtual orbitals. Triple and higher excitations cannot be reached by a two-body operator. Having no terms between occupied and virtual orbitals, $H_0$ also conserves the number of excited electrons, so the solution of (1) stays among the doubles.

## First derivation: minimize a functional

For real $\psi$ orthogonal to $|0\rangle$, define the Hylleraas functional

$$J[\psi]=\langle\psi|H_0-E_0|\psi\rangle+2\langle\psi|V-E_1|0\rangle .$$

By (1), its last term is $-2\langle\psi|H_0-E_0|\psi_1\rangle$. Completing the square gives

$$J[\psi]=\langle\psi-\psi_1|H_0-E_0|\psi-\psi_1\rangle-\langle\psi_1|H_0-E_0|\psi_1\rangle .$$

Projecting (1) on $\langle\psi_1|$ shows that the subtracted quantity equals $-E_2$. Therefore

$$J[\psi]=E_2+\langle\psi-\psi_1|H_0-E_0|\psi-\psi_1\rangle. \tag{2}$$

If the gap between the highest occupied and lowest virtual orbital energies is positive, every excitation costs positive energy under $H_0$. Then $J\ge E_2$, with equality at $\psi=\psi_1$. This is an upper bound to the second-order energy; (2) by itself gives no bound on the exact correlation energy.

**Amplitudes.** In $H|0\rangle$, the double excitations come from terms with two virtual creators and two occupied annihilators. They are

$$\tfrac12\sum_{ijab}K^{ij}_{ab}E_{ai}E_{bj}|0\rangle,\qquad K^{ij}_{ab}=(ia|jb).$$

The trial function is given the same form,

$$|\psi\rangle=\tfrac12\sum_{ijab}T^{ij}_{ab}E_{ai}E_{bj}|0\rangle,\qquad T^{ij}_{ab}=T^{ji}_{ba}.$$

The symmetry costs nothing, because $E_{ai}$ and $E_{bj}$ commute. This form contains $\psi_1$, since the source has it and the action of $H_0$, found next, preserves it.

From $[E_{pq},E_{rs}]=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}$ follows

$$[H_0,E_{ai}]=\sum_c f_{ca}E_{ci}-\sum_k f_{ik}E_{ak}.$$

The first term moves the excited electron, the second moves the hole with the opposite sign. Apply this to each factor of $E_{ai}E_{bj}|0\rangle$ and rename summed indices so that the operator string is again $E_{ai}E_{bj}$. Thus $H_0-E_0$ replaces $T$ by

$$(\mathcal A T)^{ij}_{ab}=\sum_c(f_{ac}T^{ij}_{cb}+T^{ij}_{ac}f_{cb})-\sum_k(f_{ik}T^{kj}_{ab}+f_{kj}T^{ik}_{ab}). \tag{3}$$

**Overlaps.** The strings $E_{ai}E_{bj}|0\rangle$ are not orthonormal. Moving $E_{ia}$ to the right, where $E_{ia}|0\rangle=0$, gives

$$\begin{aligned}E_{ia}E_{ck}E_{dl}|0\rangle={}&\delta_{ac}(2\delta_{ik}E_{dl}-\delta_{il}E_{dk})|0\rangle\\&-\delta_{ik}\delta_{ad}E_{cl}|0\rangle+2\delta_{ad}\delta_{il}E_{ck}|0\rangle ,\end{aligned}$$

where $l$ is also occupied. Using $\langle0|E_{jb}E_{dl}|0\rangle=2\delta_{bd}\delta_{jl}$, the overlap of two strings is

$$\begin{aligned}&4\delta_{ac}\delta_{ik}\delta_{bd}\delta_{jl}-2\delta_{ac}\delta_{il}\delta_{bd}\delta_{jk}\\&-2\delta_{ad}\delta_{ik}\delta_{bc}\delta_{jl}+4\delta_{ad}\delta_{il}\delta_{bc}\delta_{jk}.\end{aligned}$$

For two functions with amplitudes $X$ and $Y$, multiply by the two factors $\tfrac12$ and sum. The first and last terms each give $\sum XY$ by pair symmetry; the middle terms each give $-\tfrac12\sum X^{ij}_{ab}Y^{ij}_{ba}$. The overlap is therefore

$$(X,Y)=\sum_{ijab}\tilde X^{ij}_{ab}Y^{ij}_{ab},\qquad \tilde X^{ij}_{ab}=2X^{ij}_{ab}-X^{ij}_{ba}.$$

With the residual $R=K+\mathcal A T$, the functional becomes

$$J[T]=(T,\mathcal A T)+2(T,K)=\sum_{ijab}\tilde T^{ij}_{ab}(K^{ij}_{ab}+R^{ij}_{ab}). \tag{4}$$

**Stationarity.** Since $\mathcal A$ represents a real symmetric operator, the two variations of the quadratic term are equal:

$$\delta J=2(\delta T,\mathcal A T+K)=2\sum\delta T^{ij}_{ab}\tilde R^{ij}_{ab}.$$

Both $\delta T$ and $\tilde R$ are pair-symmetric, so arbitrary variations require $2R^{ij}_{ab}-R^{ij}_{ba}=0$. The equation with $a,b$ exchanged is $2R^{ij}_{ba}-R^{ij}_{ab}=0$. Twice the first plus the second gives $3R^{ij}_{ab}=0$. Hence

$$K^{ij}_{ab}+\sum_c(f_{ac}T^{ij}_{cb}+T^{ij}_{ac}f_{cb})-\sum_k(f_{ik}T^{kj}_{ab}+f_{kj}T^{ik}_{ab})=0. \tag{5}$$

At the solution, (4) reduces to $E_2=\sum\tilde T^{ij}_{ab}K^{ij}_{ab}$. No orbital energy was needed. The terms $k\ne i$ and $k\ne j$ are the pair couplings: a hole may move from $i$ to $k$ while the other stays in $j$.

## Second derivation: rotate the canonical sum

Now diagonalize both Fock blocks first. Let $m,n$ be canonical occupied orbitals and $u,v$ canonical virtual ones, with energies $\varepsilon$. Each doubly excited determinant is then an eigenstate of $H_0$, lying above $E_0$ by

$$\Delta^{mn}_{uv}=\varepsilon_u+\varepsilon_v-\varepsilon_m-\varepsilon_n .$$

Equation (1), projected on a determinant $D$, gives the coefficient $-\langle D|V|0\rangle/\Delta_D$. Consequently $E_2=-\sum_D|\langle D|V|0\rangle|^2/\Delta_D$.

The spin sum has two parts. For opposite spins, the electron from $m$ is spin-up and goes to $u$, and the one from $n$ is spin-down and goes to $v$; all index values give different determinants, with coupling $K^{mn}_{uv}$ up to phase. For equal spins the coupling is $K^{mn}_{uv}-K^{mn}_{vu}$, with $m<n$ and $u<v$. Removing these restrictions costs a factor $\tfrac14$, and the two spin directions restore a factor 2. The equal-spin contribution is

$$-\tfrac12\sum\frac{(K^{mn}_{uv}-K^{mn}_{vu})^2}{\Delta^{mn}_{uv}}=-\sum\frac{K^{mn}_{uv}(K^{mn}_{uv}-K^{mn}_{vu})}{\Delta^{mn}_{uv}},$$

because exchanging $u$ and $v$ leaves $\Delta$ unchanged. Adding the opposite-spin part gives

$$E_2=-\sum_{mnuv}\frac{K^{mn}_{uv}(2K^{mn}_{uv}-K^{mn}_{vu})}{\Delta^{mn}_{uv}}=\sum_{mnuv}\tilde T^{mn}_{uv}K^{mn}_{uv},\qquad T^{mn}_{uv}=-\frac{K^{mn}_{uv}}{\Delta^{mn}_{uv}}.$$

Introduce new orbitals $\phi_i=\sum_m\phi_mU_{mi}$ and $\phi_a=\sum_u\phi_uW_{ua}$, with $U$ and $W$ real orthogonal. Integrals transform as

$$K^{ij}_{ab}=\sum_{mnuv}U_{mi}U_{nj}W_{ua}W_{vb}K^{mn}_{uv},$$

and $T^{ij}_{ab}$ is defined by the same transformation. Apply it to $K^{mn}_{uv}+\Delta^{mn}_{uv}T^{mn}_{uv}=0$. The term with $\varepsilon_m$ needs the identity

$$\varepsilon_mU_{mi}=\sum_kU_{mk}f_{ki},\qquad f_{ki}=\sum_{m'}U_{m'k}\varepsilon_{m'}U_{m'i},$$

which follows from $\sum_kU_{mk}U_{m'k}=\delta_{mm'}$. It turns $-\varepsilon_mT^{mn}_{uv}$ into $-\sum_kf_{ki}T^{kj}_{ab}$. The term with $\varepsilon_n$ gives $-\sum_kf_{kj}T^{ik}_{ab}$, and the virtual energies give the two positive sums by the same argument with $W$. The result is (5).

The energy keeps its value because every index in $\sum\tilde TK$ is contracted with an orthogonal matrix twice. The exchange $a\leftrightarrow b$ is preserved since both virtual indices rotate with the same $W$. Thus the couplings are the canonical denominators, written in another orbital basis.

## What is lost when the coupling is dropped

Two equivalent localized orbitals and one virtual orbital show the effect in closed form. Let $f_{11}=f_{22}=\alpha$, $f_{12}=\beta$, and let the virtual energy be $e$. Set $D=2(e-\alpha)$, $K^{11}=K^{22}=K$, $K^{12}=\kappa$, $T^{11}=T^{22}=t$ and $T^{12}=s$. Equation (5) reads

$$K+Dt-2\beta s=0,\qquad \kappa+Ds-2\beta t=0.$$

Their sum and difference give $t\pm s=-(K\pm\kappa)/(D\mp2\beta)$. With one virtual orbital $\tilde T=T$, so

$$E_2=2tK+2s\kappa=-\frac{(K+\kappa)^2}{D-2\beta}-\frac{(K-\kappa)^2}{D+2\beta}.$$

These are the canonical contributions of orbitals with energies $\alpha\pm\beta$. Without $\beta$ the energy would be $-2(K^2+\kappa^2)/D$. To first order in $\beta$, the coupling changes it by $-8\beta K\kappa/D^2$. If $\kappa=0$, this term vanishes, but $s=2\beta t/D$ does not: the pair 12 acquires an amplitude without an integral of its own. As $2|\beta|\to D$ the gap closes, and the term whose denominator vanishes diverges unless its numerator is zero.

In formaldehyde, the planar geometry has CO and CH distances of 1.21 and 1.11 Å and an HCH angle of 116°. The basis has five d functions per shell. All electrons are correlated, but the two core orbitals remain canonical. The valence orbitals are localized by maximizing the sum of the squared position vectors of their centroids. They comprise two centred near the CH bonds, two between C and O on opposite sides of the molecular plane, and two near oxygen. The largest off-diagonal Fock element, $0.325\,E_h$, connects the two CO orbitals, numbers 5 and 6. Twice this element is about a third of the denominator $1.984\,E_h$ found below. It supplies nearly all of the coupling in the amplitude discussed next, but kept alone it recovers only about half of the $15.9\,\mathrm{m}E_h$; the smaller elements together account for the rest.

The largest amplitude in absolute value has $i=j=6$ and both electrons in the lowest virtual orbital; by reflection in the molecular plane, $i=j=5$ gives an equal one. Its denominator is $D=2(0.1375+0.8546)=1.984\,E_h$. Equation (5) balances as

$$0.07281-0.10196+0.02915=0\quad(E_h),$$

where the terms are the integral, $DT$ and the pair coupling. The uncoupled amplitude would be $-0.07281/1.984=-0.0367$; the actual one is $-0.0514$, 40% larger in magnitude.

**Restoring the coupling by iteration.** With canonical virtual orbitals, let $D^{ij}_{ab}=f_{aa}+f_{bb}-f_{ii}-f_{jj}$ and write $\mathcal A=D+\mathcal O$. Start from $T_0=-K/D$ and iterate $T_{n+1}=T_n-R_n/D$. The error $\delta_n=T_n-T$ obeys

$$\delta_{n+1}=M\delta_n,\qquad M=1-D^{-1}\mathcal A=-D^{-1}\mathcal O .$$

Multiplied by $D^{1/2}$, the error is propagated by the symmetric matrix $-D^{-1/2}\mathcal OD^{-1/2}$. Its largest absolute eigenvalue $\rho$ therefore bounds the contraction per step. Here $\rho=0.637$, so convergence is guaranteed; if $\rho\ge1$, this iteration can fail although (5) still has its solution.

Two energies can be evaluated from $T_n$: the linear expression $L[T_n]=(T_n,K)$ and $J[T_n]$. The start is one step from zero amplitudes, so $\delta_n=-M^{n+1}T$. Moreover $\mathcal AM=\mathcal A-\mathcal AD^{-1}\mathcal A$ is symmetric, which allows powers of $M$ to be moved across $\mathcal A$. With $K=-\mathcal AT$,

$$L[T_n]-E_2=(\delta_n,K)=(T,\mathcal AM^{n+1}T),$$

$$J[T_n]-E_2=(\delta_n,\mathcal A\delta_n)=(T,\mathcal AM^{2n+2}T).$$

Hence $J[T_n]=L[T_{2n+1}]$. The functional extracts from the starting amplitudes what the linear expression gives after one more iteration: both are $-0.297735\,E_h$. Relative to the canonical $E_2$, the initial errors are $15.9\,\mathrm{m}E_h$ for $L$ and $5.9\,\mathrm{m}E_h$ for $J$. After one iteration $J$ is $-0.303173\,E_h$, an error of $0.42\,\mathrm{m}E_h$.

The value $L[T_4]=-0.303606\,E_h$ lies below $E_2$, so $L$ is not an upper bound. $J$ stays above $E_2$, as (2) requires. Each step multiplies its error by at most $\rho^2=0.406$, since $M$ is symmetric in the inner product weighted by $\mathcal A$. The last two printed rows give a ratio of about 0.40.

The converged localized energy is $-0.303588\,E_h$, or $-8.261\,\mathrm{eV}$, in agreement with the canonical sum. Rotating the virtual orbitals as well leaves it unchanged. The division into pairs does change: diagonal pairs $i=j$ carry $-0.0798\,E_h$ in canonical orbitals and $-0.1166\,E_h$ in localized ones. A pair energy thus belongs to a choice of orbitals, while the total does not. That total remains a second-order result in a small basis, with higher orders left out, and it is far from the basis limit: $E_2$ is $-0.424\,E_h$ in cc-pVTZ and about $-0.482\,E_h$ in cc-pVQZ, where the diagonal pairs carry $-0.142$ and $-0.209\,E_h$. The error of the uncoupled formula is steadier, about $17\,\mathrm{m}E_h$ in these bases and in aug-cc-pVDZ, with $\rho$ between 0.65 and 0.71.

## What each derivation assumes

Both derivations need $f_{ia}=0$. Otherwise $H$ couples $|0\rangle$ to single excitations, and double excitations alone do not solve (1). Both also keep the occupied and virtual blocks of $f$ whole, and both allow rotations within the occupied and virtual spaces, not between them. Keeping only the diagonal of $f$ in localized orbitals defines another zeroth-order operator. The $-0.287686\,E_h$ of the opening is the second-order energy of that other partition.

The canonical route assumes that the Fock blocks have been diagonalized and that no double-excitation denominator is zero. It does not need positive denominators: if some are negative, the sum and its rotated form still exist. It establishes invariance directly and shows that (5) has a unique solution, because $\mathcal A$ is a rotated diagonal matrix without zeros. It says nothing about the quality of approximate amplitudes.

The variational route never diagonalizes $f$ to obtain the equations. A unique stationary point needs an invertible $\mathcal A$; the minimum and the bound need it positive, which a positive orbital gap ensures. If $\mathcal A$ has a negative eigenvalue, $J$ is unbounded below and the solution of (5) is not a minimum.

In return, this route controls approximations. If distant pairs or selected virtual orbitals are omitted, minimizing $J$ over the remaining amplitudes gives an energy no lower than $E_2$. The conditions are then $\tilde R=0$ for the retained elements. They reduce to $R=0$ there if $T^{ij}_{ab}$ and $T^{ij}_{ba}$ are always kept or dropped together.

The restriction to double excitations, shared by both routes, was tested in a model with four orbitals and four electrons. The first-order equation solved in the full determinant space, half the second derivative at $\lambda=0$ of the lowest eigenvalue of $H_0+\lambda V$ (the row labelled curvature), and the pair equations all give $-0.006290\,E_h$. The numerical output below lists these values with those for formaldehyde.

## Computed values

```
MODEL: 4 orbitals, 4 electrons, seeded random integrals
E2, pair amplitudes         -0.00629039 Eh
E2, full determinant space  -0.00629039 Eh
E2, eigenvalue curvature    -0.00629039 Eh
H2CO, RHF/6-31G*, all electrons correlated
CO 1.21 A, CH 1.11 A, HCH angle 116 deg
occupied 8, virtual 24, core left canonical 2
RHF energy            -113.863917 Eh
HOMO, LUMO            -0.43753, 0.13752 Eh
canonical E2          -0.30358805 Eh = -8.2611 eV
centroids x,y,z in A (C at 0, O on +z, molecule in yz)
  orbital 3:   -0.000   -0.637   -0.412
  orbital 4:   -0.000    0.637   -0.412
  orbital 5:   -0.253    0.000    0.751
  orbital 6:    0.253    0.000    0.751
  orbital 7:   -0.000   -0.280    1.327
  orbital 8:   -0.000    0.280    1.327
valence Fock matrix, orbitals 3 to 8, Eh
   -0.7180   0.1236  -0.0613   0.0613  -0.0490   0.0721
    0.1236  -0.7180   0.0613  -0.0613  -0.0721   0.0490
   -0.0613   0.0613  -0.8546   0.3249  -0.1597  -0.1597
    0.0613  -0.0613   0.3249  -0.8546   0.1597   0.1597
   -0.0490  -0.0721  -0.1597   0.1597  -0.7114  -0.1804
    0.0721   0.0490  -0.1597   0.1597  -0.1804  -0.7114
largest off-diagonal |f_ij|   0.32490 Eh
contraction bound rho         0.6374
n, linear energy L, Hylleraas J (Eh)
  0  -0.28768594  -0.29773520
  1  -0.29773520  -0.30317299
  2  -0.30309844  -0.30352132
  3  -0.30317299  -0.30356991
  4  -0.30360630  -0.30358172
  5  -0.30352132  -0.30358562
  6  -0.30360890  -0.30358709
  7  -0.30356991  -0.30358767
last iteration index n        41
converged localized E2        -0.30358805 Eh
virtuals rotated too, E2      -0.30358805 Eh
no coupling: L error          15.9021 mEh
no coupling: J error          5.8529 mEh
diagonal pairs, canonical     -0.079775 Eh
diagonal pairs, localized     -0.116566 Eh
largest amplitude: i=6 j=6, virtuals 1,1
  T                   -0.051388
  denominator D       1.984222 Eh
  integral K          0.072810 Eh
  D times T           -0.101964 Eh
  pair coupling       0.029154 Eh
```
